# Level Statistics and Weyl Law of Dirac Billiards with Infinite-Mass Walls

**Q.** I am told that a massless Dirac particle in a hard-walled box can have the level statistics of a system in a magnetic field, with no field applied. What is the box?

**A.** Take one two-component field in a plane domain $D$ with a smooth boundary and no holes. In atomic units
$$H=v\,\boldsymbol\sigma\cdot\mathbf p+m(\mathbf r)\,\sigma_z,\qquad \mathbf p=-i\nabla ,$$
with $m=0$ inside $D$ and $m\to+\infty$ outside. Inside, $E=\pm vk$. Such a system is called a neutrino billiard. A constant electric potential outside would not serve as a wall, because a massless particle has propagating states there at every energy except the one equal to the potential; a mass opens a gap.

To find the wall condition, put the outside at $x>0$ and try $\psi=(u_1,u_2)\,e^{iqy-\kappa x}$. Then $p_x\to i\kappa$, $p_y\to q$, and the first row of $H\psi=E\psi$ is
$$(m-E)u_1+iv(\kappa-q)u_2=0\;\Rightarrow\;\frac{u_2}{u_1}=i\,\frac{m-E}{v(\kappa-q)},$$
with $v\kappa=\sqrt{m^2+v^2q^2-E^2}$. As $m\to\infty$, $v\kappa/m\to1$ and the ratio tends to $i$. If the outward normal is $\mathbf n=(\cos\alpha,\sin\alpha)$, a rotation by $\alpha$ multiplies $u_2/u_1$ by $e^{i\alpha}$, so
$$\psi_2=i\,e^{i\alpha}\psi_1\quad\text{on the wall.}$$
The normal current is $2v\,\mathrm{Re}(\psi_1^*e^{-i\alpha}\psi_2)=2v|\psi_1|^2\,\mathrm{Re}\,i=0$. The spin points along the counterclockwise tangent.

**Q.** Nothing there looks magnetic. Where could time reversal fail?

**A.** In the wall. Time reversal for this field is $\mathcal T=i\sigma_y\mathcal K$, with $\mathcal K$ complex conjugation. It reverses $\mathbf p$ and $\boldsymbol\sigma$, so $\boldsymbol\sigma\cdot\mathbf p$ is unchanged but $m\sigma_z$ becomes $-m\sigma_z$. On spinors, $\mathcal T(\psi_1,\psi_2)=(\psi_2^*,-\psi_1^*)$, and at the wall
$$-\frac{\psi_1^*}{\psi_2^*}=-\frac{1}{(ie^{i\alpha})^*}=-\frac{1}{-ie^{-i\alpha}}=-i\,e^{i\alpha}.$$
This is the condition for a wall of mass $-m$: the tangent spin has been reversed.

**Q.** Would a cleverer wall avoid this?

**A.** Not for a single two-component field, if the wall condition sets the ratio of the two components at each point and does not depend on energy. Such a condition fixes one spin direction $\mathbf s$ at each boundary point. Zero normal current requires $\mathbf s\cdot\mathbf n=0$. Time reversal turns $\mathbf s$ into $-\mathbf s$, which is a different condition.

**Q.** Can I see the breaking in a spectrum, without statistics?

**A.** Yes. Since $i\sigma_y$ is real, $\mathcal T^2=(i\sigma_y)^2=-1$. If $\mathcal T$ commuted with $H$, every level would be doubly degenerate. Compare this with a disk of radius $R_0$. In polar coordinates $p_x+ip_y=-ie^{i\theta}(\partial_r+\tfrac ir\partial_\theta)$, and $J_l'(z)-(l/z)J_l(z)=-J_{l+1}(z)$, so for $E>0$
$$\psi=\big(J_l(kr)e^{il\theta},\;iJ_{l+1}(kr)e^{i(l+1)\theta}\big).$$
On the rim $\alpha=\theta$, and the wall condition becomes $J_l(kR_0)=J_{l+1}(kR_0)$. Time reversal sends $l$ to $-l-1$. The would-be partners $l=0$ and $l=-1$ have their lowest levels at $kR_0=1.4347$ and $3.1129$. With the round model values $\hbar v=4$ eV Å and $R_0=200$ Å, the energy unit is $\hbar v/R_0=0.02$ eV, and the pair lies at 0.0287 and 0.0623 eV. The splitting exceeds the lower energy itself.

**Q.** A magnetic field gives an orbit and its reverse different phases. What does the wall do?

**A.** It can do the same, but the difference is always either 0 or $\pi$. Let a plane wave in direction $\eta$, with $|\eta|<\pi/2$, hit a flat wall with $\alpha=0$. The incoming spinor is $(1,e^{i\eta})$. The outgoing direction is $\pi-\eta$, with spinor $(1,-e^{-i\eta})$ and amplitude $R$. The wall condition gives
$$e^{i\eta}-Re^{-i\eta}=i(1+R)\;\Rightarrow\;R=\frac{e^{i\eta}-i}{e^{-i\eta}+i}=-ie^{i\eta}.$$
The last step follows from $-ie^{i\eta}(e^{-i\eta}+i)=-i+e^{i\eta}$. The counterclockwise turning angle is $\tau=\pi-2\eta$, between 0 and $2\pi$, so
$$R=e^{-i(\pi-2\eta)/2}=e^{-i\tau/2}.$$
Rotating the wall does not change $R$. For a curved wall this is the leading short-wave result.

Around a closed orbit with $N_b$ bounces the direction returns to itself, so $\sum\tau=2\pi M$ with $M$ an integer. The spinor $(1,e^{i\beta})$ depends on the direction $\beta$ without a sign ambiguity, so the product of the $R$ is the full wall phase, $e^{-i\pi M}=(-1)^M$. On the reversed orbit each turn $\tau$ becomes $2\pi-\tau$, and $M$ becomes $N_b-M$. Therefore
$$\frac{\text{phase of reverse}}{\text{phase of orbit}}=(-1)^{N_b-2M}=(-1)^{N_b}.$$
A counterclockwise triangle in a disk has $M=1$ and its reverse has $M=2$: they cancel. A square has $M=1$ and $M=3$: they add.

**Q.** Is that cancellation visible?

**A.** It is, in the Fourier transform of the disk's levels with respect to length. A family of orbits of length $\ell$ gives a peak at $\ell$. For a scalar particle with $\psi=0$ on the wall, the triangle peak is 1.56 times the square peak. For the Dirac particle the ratio is 0.066. Both numbers use the levels with $kR_0<60$ and a $\sin^2$ window. The leading short-wave argument gives zero, and the remainder does shrink as the cutoff grows: it is 0.093, 0.066 and 0.043 for cutoffs $kR_0=40$, 60 and 90.

**Q.** How does a sign on half of the orbits change the level statistics?

**A.** Through the form factor $F(x)$, the Fourier transform of the two-level correlation, with $x$ the time divided by the Heisenberg time ($2\pi\hbar$ over the mean level spacing). Semiclassically the level density is a sum over periodic orbits. An orbit and its reverse have the same length and the same stability, hence equal amplitudes $A$ apart from the wall phase. Together they contribute
$$|A|^2\,\big|1+(-1)^{N_b}\big|^2=\begin{cases}4|A|^2,&N_b\ \text{even},\\0,&N_b\ \text{odd}.\end{cases}$$
If long orbits have both parities equally often, the mean is $2|A|^2$, the same as for two orbits that do not interfere. A scalar hard wall gives $4|A|^2$ for every pair.

For chaotic motion the standard sum rule, which expresses that long periodic orbits cover the energy shell uniformly, makes the non-interfering sum equal to $x$. So
$$F(x)\simeq x\ \text{(Dirac)},\qquad F(x)\simeq2x\ \text{(scalar)},\qquad x\ll1 .$$
These are the leading terms of the Gaussian unitary ensemble (GUE) and the Gaussian orthogonal ensemble (GOE). Agreement beyond the leading term is the random-matrix conjecture for chaotic systems, not something I have derived. The argument needs chaos: the disk has the same wall signs, but its motion is regular.

**Q.** My sample would probably be symmetric about an axis. Does that matter?

**A.** It changes the answer. Let the domain be symmetric under $y\to-y$ and define
$$(\Theta\psi)(x,y)=\sigma_z\,\psi^*(x,-y).$$
Conjugation reverses both momenta and the reflection reverses $p_y$ again, so $p_x\to-p_x$ and $p_y\to p_y$. Conjugation also sends $\sigma_y\to-\sigma_y$. The kinetic term becomes $-\sigma_xp_x-\sigma_yp_y$, and the outer $\sigma_z$ restores its sign. The mass term is unchanged. So $\Theta$ commutes with $H$, and $\Theta^2=+1$. In a basis with $\Theta f=f$, antiunitarity gives $\langle f|Hg\rangle=\langle\Theta f|\Theta Hg\rangle=\langle f|Hg\rangle^*$. The matrix of $H$ is real, and the expected ensemble is GOE.

The orbits agree. A mirror image changes $M$ to $N_b-M$, and reversal changes it back. An orbit, its reverse and their two mirror images therefore add up to $A[2+2(-1)^{N_b}]$ apart from a common sign. The square is $16|A|^2$ or 0, on average $8|A|^2$ for four orbits. This is twice the non-interfering value, so $F\simeq2x$.

The correct statement is thus that unitary statistics are expected for chaotic domains without a mirror line. If the domain has a rotation symmetry, the levels must first be sorted by their behaviour under the rotation, and the statement applies to each class separately. Broken time reversal alone is not enough.

**Q.** How would you compute levels for a lopsided shape?

**A.** By mapping the unit disk $|z|\le1$ to the domain with a one-to-one analytic function $w(z)$ whose derivative has no zero there, the rim included. Since $p_x+ip_y=-2i\partial_{\bar w}$ and $p_x-ip_y=-2i\partial_w$, the equations are
$$-2i\,\partial_{\bar w}\psi_1=k\psi_2,\qquad-2i\,\partial_w\psi_2=k\psi_1 .$$
Set $\psi_1=\phi_1/\sqrt{w'}$ and $\psi_2=\phi_2/\sqrt{\overline{w'}}$. The first factor depends on $z$ alone, so $\partial_{\bar z}$ does not act on it; the second depends on $\bar z$ alone. With $\partial_{\bar w}=(1/\overline{w'})\partial_{\bar z}$, the first equation becomes
$$-2i\,\partial_{\bar z}\phi_1=k\,\overline{w'}\sqrt{\frac{w'}{\overline{w'}}}\;\phi_2=k|w'|\phi_2 ,$$
and likewise $-2i\,\partial_z\phi_2=k|w'|\phi_1$. On the rim $\psi_2/\psi_1=(\phi_2/\phi_1)e^{i\arg w'}$ and $\alpha=\theta+\arg w'$, so $\phi_2/\phi_1=ie^{i\theta}$: the disk's own condition. Expanding in the disk states gives a matrix problem with weight $|w'|$.

As a test, a map of the disk onto itself has $|w'|$ far from constant but must return the disk's levels. It did so with a largest error of $4\times10^{-5}$ in $kR_0$ for $kR_0<15$.

**Q.** And the statistics?

**A.** I use $w=R_0(z+Bz^2+Ce^{i\chi}z^3)$, with six lopsided shapes and six mirror-symmetric ones ($\chi=0$), and levels with $kR_0<17$. All sampled classical trajectories had a Lyapunov exponent above 0.1 per bounce. In stretches of length $20R_0$ in the lopsided shapes, the number of bounces was even in a share 0.497 of cases. These are stretches of ordinary trajectories, so they support the parity assumption for periodic orbits without proving it.

For neighbouring spacings let $r$ be the smaller divided by the larger. For large random matrices the mean $r$ is known to be about 0.531 for GOE and 0.600 for GUE; the small sample in the program gives 0.522 and 0.601. The billiards give:

- Dirac, lopsided: $0.622\pm0.010$
- Dirac, mirror-symmetric: $0.542\pm0.011$
- scalar, same lopsided shapes: $0.543\pm0.012$

The errors treat the ratios as independent. They are not. Neighbouring ratios share a spacing and tend to be small together, which raises the error by about a quarter. The six shapes of a family also differ by only a few hundredths in $B$ and $C$, so their lower levels, and hence their ratios, are correlated from shape to shape. Together these effects roughly double the errors. In units of the quoted errors, the first value lies about two above the large-matrix GUE value, and the other two lie about one above the GOE value. With the errors doubled these offsets are not significant. Finite $k$ may also contribute to them: each lopsided shape has an inward bend of radius below $0.1R_0$, where the short-wave reflection phase does not hold at these $k$. I have not tested how much this matters. The contrast is clearer: in identical shapes, Dirac minus scalar is 0.079 with an error of about 0.016, or roughly 0.03 once the correlations are included, so it stands two to three errors above zero, and the large-matrix GUE–GOE difference, 0.069, lies within that error.

**Q.** I also count levels. A scalar box has a correction proportional to its perimeter. What about this one?

**A.** We need the short-time heat trace $\sum e^{-tk^2}$ over positive levels. A smoothed count $N(k)=c_2k^2+c_1k+c_0$ corresponds to
$$\int_0^\infty e^{-tk^2}dN=\frac{c_2}{t}+\frac{c_1\sqrt\pi}{2\sqrt t}+c_0 .$$
The operator $\sigma_x\mathcal K$ turns $H$ into $-H$, mass term included, so levels come in pairs $\pm E$. We may therefore take half the trace of $e^{-tH^2/v^2}$, where $H^2/v^2=-\nabla^2$ inside $D$.

Near the wall, use the outward distance $n$, the arc length $s$ and the curvature $\kappa_w=d\alpha/ds$, and split the spinor along the tangent:
$$f=e^{i\alpha/2}\psi_1,\quad g=e^{-i\alpha/2}\psi_2,\quad a=\frac{f-ig}{\sqrt2},\quad b=\frac{f+ig}{\sqrt2}.$$
The wall condition reads $g=if$, that is, $b=0$. At the wall $\partial_x\pm i\partial_y=e^{\pm i\alpha}(\partial_n\pm i\partial_s)$. Since $\partial_s$ also acts on the phases $e^{\mp i\alpha/2}$, the Dirac equation becomes
$$kf=-i\big(\partial_n-i\partial_s+\tfrac{\kappa_w}2\big)g,\qquad kg=-i\big(\partial_n+i\partial_s+\tfrac{\kappa_w}2\big)f .$$
Adding $i$ times the second equation to the first gives
$$kb=\big(\partial_n+\tfrac{\kappa_w}2\big)a+i\partial_sb .$$
On the wall $b$ and $\partial_sb$ vanish, so $\partial_na+\tfrac{\kappa_w}2a=0$.

At a flat wall $b$ is a Dirichlet component and $a$ a Neumann component. The image term of the heat kernel at distance $d$ is $\mp e^{-d^2/t}/(4\pi t)$, and its integral along the wall is
$$\mp\frac{L}{4\pi t}\int_0^\infty e^{-d^2/t}\,dd=\mp\frac{L}{8\sqrt{\pi t}},$$
upper sign for Dirichlet. The two cancel, so $c_1=0$. The scalar wall keeps the first, which gives $c_1=-L/4\pi$.

A strip $0<x<W$ shows the same thing. At the left wall the normal is reversed, and the conditions on the fixed combinations $\psi_1\mp i\psi_2$ swap. Hence $\psi_1-i\psi_2\propto\sin px$ with zero slope at $x=W$, so $\cos pW=0$ and $p=(n+\tfrac12)\pi/W$, $n=0,1,\dots$ Two Dirichlet walls would give $p=\pi/W,2\pi/W,\dots$, and two Neumann walls the same values and $p=0$ as well. Counted from the lowest, each Dirac value lies halfway between the Dirichlet and Neumann values of the same rank.

**Q.** So broken time reversal removes the perimeter term?

**A.** No. A scalar box threaded by a flux line of a quarter quantum also breaks time reversal, yet its wall is still a Dirichlet wall and keeps the full perimeter term. Conversely, two uncoupled Dirac fields with wall masses $m$ and $-m$ together form a time-reversal-invariant system, and neither has a perimeter term. In the neutrino billiard both effects come from the same wall condition, but neither implies the other. The cancellation is local, so it also holds for mirror-symmetric domains, whose statistics are orthogonal.

**Q.** Does curvature leave anything?

**A.** A constant. With inward distance $d=-n$, a parallel curve has length element $h\,ds$, $h=1-\kappa_wd$. Write $a=h^{-1/2}u$. To first order in $\kappa_w$ this removes the first derivative in $d$ and leaves
$$-\partial_d^2-(1+2\kappa_wd)\,\partial_s^2 .$$
Since $\partial_da=\tfrac{\kappa_w}2a$ at the wall, $\partial_du=\partial_da-\tfrac{\kappa_w}2a=0$: pure Neumann. The same rescaling leaves $b$ Dirichlet. The rotating frame adds a term $\pm i\kappa_w\partial_s$ with opposite signs for $f$ and $g$; it turns $a$ into $b$ and has no first-order trace.

Dirichlet and Neumann functions on a half-line are the odd and even functions on a full line. The two components together are thus one particle on the full line, with $-\partial_s^2\to q^2$ and perturbation $V=2\kappa_wq^2|d|$. In first-order perturbation theory the heat kernel at a point contains $V$ averaged over a Gaussian of variance $2t'(t-t')/t$, integrated over $0<t'<t$. The unaveraged part $-tV$ accounts for the changed area. Averaging $|d|$ raises its integral over $d$ by the variance, and $\int_0^t2t'(t-t')/t\,dt'=t^2/3$. Per unit wall length the remainder is
$$-\frac{t^2}{3}\,2\kappa_w\,\frac1{\sqrt{4\pi t}}\int\frac{dq}{2\pi}\,q^2e^{-tq^2}=-\frac{2\kappa_wt^2}{3}\cdot\frac1{8\pi t^2}=-\frac{\kappa_w}{12\pi}.$$
With $\oint\kappa_w\,ds=2\pi$ this is $-1/6$, and half of it belongs to the positive levels. When the wall's radius of curvature is everywhere large compared with $1/k$, the smoothed count is therefore
$$N(k)\simeq\frac{Ak^2}{4\pi}-\frac1{12}.$$
The heat trace of the disk gives $-0.0833$ for the constant, and a $t^{-1/2}$ coefficient of $-10^{-6}$ against $-0.443$ for the scalar disk.

**Q.** Give me numbers for one lopsided device.

**A.** Take $B=C=0.2$, $\chi=\pi/3$ and the earlier $\hbar v$ and $R_0$. The area is 150796 Å$^2$ and the perimeter 1420.2 Å. The lowest levels are 0.0266, 0.0473 and 0.0579 eV; the first is 0.00098 hartree. At 0.3 eV, $k=0.3/4=0.075$ Å$^{-1}$, and
$$\frac{Ak^2}{4\pi}=\frac{150796\times0.075^2}{4\pi}=67.5,\qquad\frac{Lk}{4\pi}=\frac{1420.2\times0.075}{4\pi}=8.5 .$$
The Dirac estimate is $67.5-0.1=67.4$, and the computed count is 68. The 0.1 is only indicative here: this shape has an inward bend with a radius of about 6 Å, which is not large compared with $1/k=13$ Å. It is too small to affect the comparison. A scalar particle in the same box at the same $k$ has 59 levels, close to $67.5-8.5=59.0$. The missing perimeter term is worth about 8.5 levels here; the two actual counts differ by 9.

**Q.** What could spoil this in a real sample?

**A.** A finite wall mass, first. For large $m$ the spinor ratio is $i[1-(E-vq)/m]$ to first order, so the gap must be large compared with the energies used. The wall condition also changes wherever the wall's radius of curvature is not large compared with $\hbar v/m$. At the 6 Å bend of the device above, $m$ would have to be well above 0.65 eV for the condition to hold. A bend of that size is also only a few lattice spacings in a crystal, where the continuum Dirac equation cannot be relied on, so the device numbers belong to the idealized model. The count is sensitive to the mass: in the 200 Å disk, $m=0.35$ eV gives 60 levels below 0.3 eV, against 55 for infinite mass.

Second, a material may have two Dirac cones. If the second has wall mass $-m$, time reversal maps one onto the other. The full system is then time-reversal invariant and its levels are doubled, while each cone alone keeps the statistics described here. Scattering between the cones mixes the two sets, and the single-field argument no longer applies.

The computed values, with the settings behind them, are in the numerical output below.

## Values computed for the example and the checks

```
hbar v = 4.0 eV angstrom; R0 = 200 angstrom
v = 0.2778 atomic units
energy unit hbar v/R0 = 0.0200 eV
example shape B, C, chi = 0.2, 0.2, 1.0472 rad
example area = 150796 angstrom^2
example perimeter = 1420.2 angstrom
lowest 5 levels (eV): 0.02657 0.04729 0.05792 0.06846 0.08073
lowest level = 0.000977 hartree
levels below 0.3 eV: 68
area term at 0.3 eV: 67.50
scalar-wall perimeter term there: -8.48
scalar Dirichlet levels, same k: 59
disk pair l=0, l=-1: kR0 = 1.4347, 3.1129
disk pair energies (eV): 0.02869, 0.06226
wall ratio error, outer mass 100, 1000: 0.00598, 0.000600
disk levels used, kR0 < 60: Dirac 900, scalar 871
heat trace t^-1/2 coefficient, Dirac: -0.000001
heat trace t^-1/2 coefficient, scalar: -0.443113
heat trace constant, Dirac: -0.08330
-1/12 = -0.08333
triangle/square length peak, Dirac: 0.066
triangle/square length peak, scalar: 1.562
Moebius test, largest error in kR0: 4.3e-05
basis size: 798 Dirac disk states
rms level shift, smaller basis: 2.3e-02 mean spacings
shapes per family: 6; levels with kR0 < 17
mean r, random matrices: GOE 0.522, GUE 0.601
mean r, Dirac asymmetric: 0.622 +- 0.010 (503 ratios)
mean r, Dirac mirror: 0.542 +- 0.011 (502 ratios)
mean r, scalar asymmetric: 0.543 +- 0.012 (447 ratios)
mean N - area term, Dirac: -0.088
mean N - area term, scalar: -5.456
mean of L k/(4 pi) in that window: 5.616
median Lyapunov exponent per bounce, asymmetric: 0.826
median Lyapunov exponent per bounce, mirror: 0.848
share of orbits with exponent > 0.1: asymmetric 1.000, mirror 1.000
share of even bounce numbers, length 20 R0: 0.497
```
